# Why Mulliken charges do not converge to a property of water: test program

```python
"""Basis-set charges are not functionals of the electron density.

Result under test: water can be expanded in functions centred only on oxygen.
The density, dipole and window count approach those of an ordinary calculation,
while the Mulliken population of oxygen is 10 at every stage.

P: density matrix; S: overlap matrix; L: highest angular momentum retained.
Mulliken population of atom A: sum of (PS)_mm over functions m on A.
Mayer bond order: sum of (PS)_mn (PS)_nm over m on A and n on B.
Window count: integral of density times exp(-d^2/b^2), d = distance to proton 1.
Density distance: integral of |density - reference density|, in electrons.
Oxygen is the origin and both protons have positive z. Method: Hartree-Fock.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import gammaln, lpmv
from pyscf import dft, gto, scf

bohr = constants.physical_constants["Bohr radius"][0]
debye = constants.e * bohr / (1e-21 / constants.c)
bond_angstrom, angle_degree, window_width = 0.96, 104.5, 1.0
bond = bond_angstrom * constants.angstrom / bohr
half_angle = np.radians(angle_degree / 2)
z_h = bond * np.cos(half_angle)
y_h = bond * np.sin(half_angle)
protons = np.array([[0.0, y_h, z_h], [0.0, -y_h, z_h]])


def inverse_root(matrix):
    values, vectors = eigh(matrix)
    return (vectors / np.sqrt(values)) @ vectors.T


def populations_and_bond(mol, dm):
    ps = dm @ mol.intor("int1e_ovlp")
    owner = np.array([label[0] for label in mol.ao_labels(fmt=None)])
    populations = [ps.diagonal()[owner == atom].sum() for atom in range(3)]
    on_o, on_h = np.where(owner == 0)[0], np.where(owner == 1)[0]
    order = np.sum(ps[np.ix_(on_o, on_h)] * ps[np.ix_(on_h, on_o)].T)
    return np.array(populations), order


def dipole_from_integrals(mol, dm):
    return debye * (2 * z_h - np.sum(dm * mol.intor("int1e_r")[2]))


def density_on_points(mol, dm, points):
    ao = mol.eval_gto("GTOval_sph", points)
    return np.sum((ao @ dm) * ao, axis=1)


def window(points):
    distance2 = np.sum((points - protons[0]) ** 2, axis=-1)
    return np.exp(-distance2 / window_width**2)


print(f"O-H length {bond_angstrom:.2f} angstrom; angle {angle_degree:.1f} degree")
print(f"Height of protons above oxygen z_H = {z_h:.4f} bohr")
print(f"Window width b = {window_width:.1f} bohr")

# Ordinary atom-centred calculations.
atoms = [["O", (0.0, 0.0, 0.0)]] + [["H", tuple(p)] for p in protons]
ordinary_charges, ordinary_counts = [], []
grid = None
for basis in ("6-31g*", "cc-pvdz", "cc-pvtz", "aug-cc-pvtz"):
    water = gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)
    if grid is None:
        grid = dft.gen_grid.Grids(water)
        grid.level = 3
        grid.build()
    mean_field = scf.RHF(water)
    mean_field.conv_tol = 1e-9
    reference_energy = mean_field.kernel()
    assert mean_field.converged
    dm = np.asarray(mean_field.make_rdm1())
    population, order = populations_and_bond(water, dm)
    reference_dipole = dipole_from_integrals(water, dm)
    reference_density = density_on_points(water, dm, grid.coords)
    count = np.sum(grid.weights * reference_density * window(grid.coords))
    ordinary_charges.append(8 - population[0])
    ordinary_counts.append(count)
    print(f"{basis}: energy {reference_energy:.5f} hartree, "
          f"dipole {reference_dipole:.4f} D, q_O {8-population[0]:.4f} e, "
          f"q_H {1-population[1]:.4f} e, O-H bond order {order:.4f}, "
          f"window count {count:.4f} electrons")
charge_spread = np.ptp(ordinary_charges)
count_spread = np.ptp(ordinary_counts)
print(f"Spread over ordinary bases: q_O {charge_spread:.4f} e, "
      f"window count {count_spread:.4f} electrons")
assert charge_spread > 0.2
assert count_spread < 0.2 * charge_spread
occupied = mean_field.mo_coeff[:, mean_field.mo_occ > 0]
reference_count = count

# Spherical product grid about oxygen and real spherical harmonics.
n_radial, n_theta, n_phi, highest_l = 120, 48, 80, 24
x, wx = np.polynomial.legendre.leggauss(n_radial)
radius = (1 + x) / (1 - x)
radial_weight = wx * 2 / (1 - x) ** 2 * radius**2
cosine, wc = np.polynomial.legendre.leggauss(n_theta)
phi = 2 * np.pi * np.arange(n_phi) / n_phi
sine = np.sqrt(1 - cosine**2)
directions = np.stack([np.outer(sine, np.cos(phi)),
                       np.outer(sine, np.sin(phi)),
                       np.outer(cosine, np.ones(n_phi))], axis=-1).reshape(-1, 3)
angular_weight = np.repeat(wc * 2 * np.pi / n_phi, n_phi)
columns = []
for l in range(highest_l + 1):
    for m in range(l + 1):
        log_ratio = gammaln(l - m + 1) - gammaln(l + m + 1)
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)) * np.exp(log_ratio / 2)
        polar = norm * lpmv(m, l, cosine)
        if m == 0:
            columns.append(np.outer(polar, np.ones(n_phi)).ravel())
        else:
            for wave in (np.cos(m * phi), np.sin(m * phi)):
                columns.append(np.sqrt(2) * np.outer(polar, wave).ravel())
harmonics = np.array(columns).T
gram = harmonics.T @ (angular_weight[:, None] * harmonics)
assert np.max(np.abs(gram - np.eye(len(gram)))) < 1e-9

n_occ = occupied.shape[1]
orbitals = np.empty((len(directions), n_radial, n_occ))
for k, r in enumerate(radius):
    orbitals[:, k] = water.eval_gto("GTOval_sph", r * directions) @ occupied
weights = angular_weight[:, None] * radial_weight[None, :]
target = 2 * np.sum(orbitals**2, axis=2)
points = directions[:, None, :] * radius[None, :, None]
window_values = window(points)
target_count = np.sum(weights * target * window_values)
target_dipole = debye * (2 * z_h - np.sum(weights * target * points[:, :, 2]))
assert abs(np.sum(weights * target) - 10) < 5e-4
assert abs(target_count - reference_count) < 5e-4
assert abs(target_dipole - reference_dipole) < 5e-3

# Partial waves of the reference orbitals: all functions sit on oxygen.
flat = orbitals.reshape(len(directions), -1)
waves = (harmonics.T @ (angular_weight[:, None] * flat)).reshape(
    -1, n_radial, n_occ)
expansion_distances = []
for cutoff in (2, 4, 8, 16, 24):
    size = (cutoff + 1) ** 2
    channels = []
    for l in range(cutoff + 1):
        part = waves[l**2:(l + 1)**2]
        left = (part * radial_weight[None, :, None]).reshape(-1, n_occ)
        channels.append(left.T @ part.reshape(-1, n_occ))
    overlap = np.sum(channels, axis=0)
    truncated = (harmonics[:, :size] @ waves[:size].reshape(size, -1))
    truncated = truncated.reshape(orbitals.shape) @ inverse_root(overlap)
    density = 2 * np.sum(truncated**2, axis=2)
    inverse = np.linalg.inv(overlap)
    l_populations = [2 * np.trace(inverse @ part) for part in channels]
    oxygen_population = sum(l_populations)
    assert abs(np.sum(weights * density) - oxygen_population) < 1e-7
    distance = np.sum(weights * np.abs(density - target))
    errors = np.sqrt(np.sum(weights[:, :, None] * (truncated-orbitals)**2,
                            axis=(0, 1)))
    assert distance <= 4 * errors.sum() + 1e-4
    count = np.sum(weights * density * window_values)
    assert abs(count - target_count) <= distance / 2 + 1e-4
    dipole = debye * (2*z_h - np.sum(weights * density * points[:, :, 2]))
    lost = 2 * (n_occ - np.trace(overlap))
    expansion_distances.append(distance)
    print(f"Expansion L={cutoff}: oxygen population {oxygen_population:.6f}, "
          f"lost norm {lost:.6f}, density distance {distance:.5f} electrons; "
          f"dipole {dipole:.4f} D; window count {count:.4f} electrons")
assert np.all(np.diff(expansion_distances) < 0)
assert expansion_distances[-1] < 0.02
assert abs(dipole - target_dipole) < 0.01
print("Populations at L=24: " + ", ".join(
    f"l={l} {l_populations[l]:.4f}" for l in range(5))
    + f", l>4 {sum(l_populations[5:]):.4f} electrons")

# Self-consistent calculations with Gaussian functions only on oxygen.
families = [(0.10, 2.4, 14), (0.08, 2.4, 9), (0.15, 2.2, 6),
            (0.25, 2.2, 4), (0.35, 2.2, 3)]
gaps, scf_distances = [], []
point_charge_dipole = debye * 2 * z_h
for cutoff in (2, 3, 4):
    shells = [[l, [start * ratio**k, 1.0]]
              for l, (start, ratio, number) in enumerate(families[:cutoff+1])
              for k in range(number)]
    centre = gto.M(atom="O 0 0 0", charge=-2, basis={"O": shells}, verbose=0)
    hamiltonian = centre.intor("int1e_kin") + centre.intor("int1e_nuc")
    for proton in protons:
        with centre.with_rinv_origin(proton):
            hamiltonian = hamiltonian - centre.intor("int1e_rinv")
    metric = centre.intor("int1e_ovlp")
    cross = gto.intor_cross("int1e_ovlp", centre, water)
    start = np.linalg.solve(metric, cross @ occupied)
    start = start @ inverse_root(start.T @ metric @ start)
    one_centre = scf.RHF(centre)
    one_centre.conv_tol = 1e-9
    one_centre.get_hcore = lambda *args, h=hamiltonian: h
    one_centre.energy_nuc = lambda *args: water.energy_nuc()
    energy = one_centre.kernel(dm0=2 * start @ start.T)
    assert one_centre.converged
    dm = np.asarray(one_centre.make_rdm1())
    population, order = populations_and_bond(centre, dm)
    density = density_on_points(centre, dm, grid.coords)
    assert abs(np.sum(grid.weights * density) - population[0]) < 2e-3
    distance = np.sum(grid.weights * np.abs(density - reference_density))
    count = np.sum(grid.weights * density * window(grid.coords))
    dipole = dipole_from_integrals(centre, dm)
    gaps.append(energy - reference_energy)
    scf_distances.append(distance)
    print(f"Oxygen-only HF, L={cutoff}, {centre.nao} functions: "
          f"energy {energy:.5f} hartree, gap {gaps[-1]:.5f} hartree, "
          f"dipole {dipole:.4f} D, density distance {distance:.4f} electrons")
    print(f"  q_O {8-population[0]:.4f} e, q_H {1-population[1]:.4f} e, "
          f"O-H bond order {order:.4f}, window count {count:.4f} electrons")
assert np.all(np.diff(gaps) < 0) and gaps[-1] > 0
assert gaps[-1] < 0.6 * gaps[0]
assert np.all(np.diff(scf_distances) < 0)
assert abs(dipole - reference_dipole) < 0.3 * abs(
    point_charge_dipole - reference_dipole)
print(f"Dipole of one-centre point charges {point_charge_dipole:.4f} D")
print(f"On-site electronic dipole, HF L=4: {dipole-point_charge_dipole:.4f} D")
print("all assertions hold")
```

It prints:

```
O-H length 0.96 angstrom; angle 104.5 degree
Height of protons above oxygen z_H = 1.1106 bohr
Window width b = 1.0 bohr
6-31g*: energy -76.00901 hartree, dipole 2.2212 D, q_O -0.8971 e, q_H 0.4486 e, O-H bond order 0.7696, window count 0.7758 electrons
cc-pvdz: energy -76.02665 hartree, dipole 2.0592 D, q_O -0.3088 e, q_H 0.1544 e, O-H bond order 1.0195, window count 0.7813 electrons
cc-pvtz: energy -76.05696 hartree, dipole 2.0275 D, q_O -0.4843 e, q_H 0.2421 e, O-H bond order 0.9935, window count 0.7826 electrons
aug-cc-pvtz: energy -76.06042 hartree, dipole 1.9850 D, q_O -0.4426 e, q_H 0.2213 e, O-H bond order 0.9979, window count 0.7810 electrons
Spread over ordinary bases: q_O 0.5883 e, window count 0.0068 electrons
Expansion L=2: oxygen population 10.000000, lost norm 0.072363, density distance 0.69799 electrons; dipole 2.2674 D; window count 0.6950 electrons
Expansion L=4: oxygen population 10.000000, lost norm 0.011909, density distance 0.24228 electrons; dipole 2.0310 D; window count 0.7625 electrons
Expansion L=8: oxygen population 10.000000, lost norm 0.000786, density distance 0.05348 electrons; dipole 1.9870 D; window count 0.7802 electrons
Expansion L=16: oxygen population 10.000000, lost norm 0.000032, density distance 0.00714 electrons; dipole 1.9851 D; window count 0.7809 electrons
Expansion L=24: oxygen population 10.000000, lost norm 0.000006, density distance 0.00262 electrons; dipole 1.9851 D; window count 0.7810 electrons
Populations at L=24: l=0 4.0044, l=1 5.7485, l=2 0.1747, l=3 0.0431, l=4 0.0173, l>4 0.0119 electrons
Oxygen-only HF, L=2, 71 functions: energy -75.87525 hartree, gap 0.18517 hartree, dipole 2.4786 D, density distance 0.8032 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.6779 electrons
Oxygen-only HF, L=3, 99 functions: energy -75.94352 hartree, gap 0.11689 hartree, dipole 2.2806 D, density distance 0.5025 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.7188 electrons
Oxygen-only HF, L=4, 126 functions: energy -75.98844 hartree, gap 0.07198 hartree, dipole 2.1701 D, density distance 0.2984 electrons
  q_O -2.0000 e, q_H 1.0000 e, O-H bond order 0.0000, window count 0.7461 electrons
Dipole of one-centre point charges 5.6460 D
On-site electronic dipole, HF L=4: -3.4759 D
all assertions hold
```
